# Why the 4s–3d Change from Ca+ to Sc2+ Needs Core Penetration: a numerical check

```python
"""Potassium-like ions: why is the ground state 4s in Ca+ but 3d in Sc2+?
Delta(Z) = E([Ar]4s) - E([Ar]3d) = (7/288) Z^2 - b Z + c + O(1/Z), in hartree.
Result under test: the Z^2 term ensures 3d at large Z, but its crossing with b Z
does not locate the change. With zeta = Z-18 the exact frozen-core account is
Delta = (7/288) zeta^2 + gain_3d - gain_4s, gain = binding - zeta^2/(2 n^2).
Model: nonrelativistic Hartree-Fock, one configuration, fixed point nucleus.
Scaled radius rho = Z r/a0, coupling lam = 1/Z, scaled energy = E/(Z^2 hartree).
"""
from fractions import Fraction as Fr
from math import comb, factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
CORE_SHELLS = [(1, 0), (2, 0), (2, 1), (3, 0), (3, 1)]
VALENCE = {"4s": (4, 0), "3d": (3, 2)}
THREEJ = {}
for la in range(3):
    for lb in range(3):
        for k in range(abs(la - lb), la + lb + 1, 2):
            square = wigner_3j(la, k, lb, 0, 0, 0)**2
            THREEJ[la, k, lb] = Fr(int(square.p), int(square.q))


# ---------- exact hydrogenic Slater integrals, rational arithmetic ----------
def radial_poly(n, l):
    """Unnormalized P_nl = exp(-r/n) * sum coefficient * r^power."""
    return {l + 1 + j: Fr((-1)**j * comb(n + l, n - l - 1 - j), factorial(j))
            * Fr(2, n)**j for j in range(n - l)}


def product(p, q):
    out = {}
    for i, a in p.items():
        for j, b in q.items():
            out[i + j] = out.get(i + j, Fr(0)) + a * b
    return out


def norm_squared(n, l):
    p = radial_poly(n, l)
    return sum(c * factorial(m) / Fr(2, n)**(m + 1)
               for m, c in product(p, p).items())


def ordered_integral(k, f, alpha, g, beta):
    """Part of the double integral in which the g electron is the inner one."""
    total = Fr(0)
    for m, a in f.items():
        for n, b in g.items():
            p, q = n + k, m - k - 1
            outer = factorial(q) / alpha**(q + 1)
            outer -= sum(beta**j / factorial(j) * factorial(q + j)
                         / (alpha + beta)**(q + j + 1) for j in range(p + 1))
            total += a * b * factorial(p) / beta**(p + 1) * outer
    return total


def slater_exact(k, f, alpha, g, beta):
    return (ordered_integral(k, f, alpha, g, beta)
            + ordered_integral(k, g, beta, f, alpha))


def screening_exact(n, l):
    pv, total = radial_poly(n, l), Fr(0)
    for na, la in CORE_SHELLS:
        pa = radial_poly(na, la)
        norm = norm_squared(na, la) * norm_squared(n, l)
        direct = slater_exact(0, product(pa, pa), Fr(2, na),
                              product(pv, pv), Fr(2, n))
        mixed, rate = product(pa, pv), Fr(1, na) + Fr(1, n)
        exchange = sum(THREEJ[la, k, l] * slater_exact(k, mixed, rate, mixed, rate)
                       for k in range(abs(la - l), la + l + 1, 2))
        total += (2 * la + 1) * (2 * direct - exchange) / norm
    return total


p1s = radial_poly(1, 0)
f0_1s = slater_exact(0, product(p1s, p1s), Fr(2), product(p1s, p1s), Fr(2))
assert f0_1s / norm_squared(1, 0)**2 == Fr(5, 8)
s_exact = {name: screening_exact(*nl) for name, nl in VALENCE.items()}
b = float(s_exact["3d"] - s_exact["4s"])

# ---------- finite-element radial grid with Gauss-Lobatto points ----------
EDGES = [0, 2, 6, 13, 25, 45, 80, 140, 240, 380, 600, 1000]
NP = 12
legendre = np.polynomial.legendre.Legendre.basis(NP - 1)
nodes = np.concatenate(([-1.0], np.sort(legendre.deriv().roots().real), [1.0]))
pvals = legendre(nodes)
weights = 2 / (NP * (NP - 1) * pvals**2)
deriv = np.zeros((NP, NP))
for m in range(NP):
    for i in range(NP):
        if m != i:
            deriv[m, i] = pvals[m] / pvals[i] / (nodes[m] - nodes[i])
deriv[0, 0], deriv[-1, -1] = -NP * (NP - 1) / 4, NP * (NP - 1) / 4
size = (len(EDGES) - 1) * (NP - 1) + 1
rho, w, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
for e in range(len(EDGES) - 1):
    width = EDGES[e + 1] - EDGES[e]
    part = slice(e * (NP - 1), e * (NP - 1) + NP)
    rho[part] = EDGES[e] + width * (nodes + 1) / 2
    w[part] += weights * width / 2
    stiff[part, part] += deriv.T @ (weights[:, None] * deriv) * 2 / width
rho, w, stiff = rho[1:-1], w[1:-1], stiff[1:-1, 1:-1]
root_w = np.sqrt(w)
minus_d2 = stiff / np.outer(root_w, root_w)
H0 = {l: minus_d2 / 2 + np.diag(l * (l + 1) / (2 * rho**2) - 1 / rho)
      for l in range(3)}
KERNEL = {}
for k in range(5):
    inverse = np.linalg.inv(minus_d2 + np.diag(k * (k + 1) / rho**2))
    KERNEL[k] = ((2 * k + 1) * inverse / np.outer(rho * root_w, rho * root_w)
                 + np.outer(rho**k, rho**k) / float(EDGES[-1])**(2 * k + 1))


def mean_field(l, density):
    """Direct minus spin-averaged exchange operator for angular momentum l."""
    charge = sum(np.diag(d) for d in density.values())
    field = np.diag(KERNEL[0] @ charge)
    for lp, d in density.items():
        for k in range(abs(l - lp), l + lp + 1, 2):
            field = field - 0.5 * float(THREEJ[lp, k, l]) * d * KERNEL[k]
    return field


def fock(l, lam, density):
    return H0[l] + lam * mean_field(l, density)


def closed(vectors, l):
    return 2 * (2 * l + 1) * vectors @ vectors.T


HYDROGENIC = {l: closed(np.linalg.eigh(H0[l])[1][:, :3 - l], l) for l in (0, 1)}


def solve_core(lam, start):
    density = start
    for _ in range(400):
        new = {l: closed(np.linalg.eigh(fock(l, lam, density))[1][:, :3 - l], l)
               for l in (0, 1)}
        change = max(np.abs(new[l] - density[l]).max() for l in (0, 1))
        if change < 1e-8:
            return new
        density = {l: 0.7 * new[l] + 0.3 * density[l] for l in (0, 1)}
    raise AssertionError("core iteration did not converge")


def valence_states(lam, density):
    es, vs = np.linalg.eigh(fock(0, lam, density))
    ed, vd = np.linalg.eigh(fock(2, lam, density))
    return {"4s": (es[3], vs[:, 3]), "3d": (ed[0], vd[:, 0])}


# ---------- coefficients of the Z expansion from self-consistent solutions ----------
step = 0.001
near = {j: solve_core(j * step, HYDROGENIC) for j in range(-2, 3)}
levels = {j: valence_states(j * step, near[j]) for j in near}
first, second, orbital_part, core_part = {}, {}, {}, {}
for name, (n, l) in VALENCE.items():
    e = {j: levels[j][name][0] for j in near}
    assert abs(e[0] + 1 / (2 * n**2)) < 1e-9
    first[name] = (e[-2] - 8 * e[-1] + 8 * e[1] - e[2]) / (12 * step)
    second[name] = (-e[-2] + 16 * e[-1] - 30 * e[0] + 16 * e[1] - e[2]) / (24 * step**2)
    assert abs(first[name] - float(s_exact[name])) < 1e-6
    field = {j: mean_field(l, near[j]) for j in near}
    response = (field[-2] - 8 * field[-1] + 8 * field[1] - field[2]) / (12 * step)
    energies, states = np.linalg.eigh(H0[l])
    index = n - l - 1
    coupling = states.T @ field[0] @ states[:, index]
    others = np.arange(len(energies)) != index
    orbital_part[name] = np.sum(coupling[others]**2
                                / (energies[index] - energies[others]))
    core_part[name] = states[:, index] @ response @ states[:, index]
    assert abs(second[name] - orbital_part[name] - core_part[name]) < 1e-3
a = levels[0]["4s"][0] - levels[0]["3d"][0]
assert abs(a - 7 / 288) < 1e-9
c = second["4s"] - second["3d"]


def two_terms(z):
    return 7 / 288 * z**2 - b * z


# ---------- full frozen-core Hartree-Fock along the sequence ----------
cores, energy, radius, gain, delta = {}, {}, {}, {}, {}
guess = HYDROGENIC
for z in (400, 100, 60, 40, 30, 25, 22, 21, 20, 19):
    guess = cores[z] = solve_core(1 / z, guess)
    state = valence_states(1 / z, guess)
    for name, (n, l) in VALENCE.items():
        eps, vec = state[name]
        energy[z, name] = z**2 * eps
        radius[z, name] = np.sum(vec**2 * rho) / z
        gain[z, name] = -z**2 * eps - (z - 18)**2 / (2 * n**2)
        if z in (20, 21):
            # gain must come from the core field minus that of 18 point charges
            q = (z - 18) / z
            shape = sum(float(cf) * (q * rho)**m
                        for m, cf in radial_poly(n, l).items())
            phi = (np.sqrt(q / float(norm_squared(n, l))) * shape
                   * np.exp(-q * rho / n) * root_w)
            assert abs(phi @ phi - 1) < 1e-6
            short = (mean_field(l, guess) - np.diag(18 / rho)) / z
            assert abs(gain[z, name] * (phi @ vec)
                       + z**2 * phi @ short @ vec) < 1e-5
    delta[z] = energy[z, "4s"] - energy[z, "3d"]
    p_vec = np.linalg.eigh(fock(1, 1 / z, guess))[1][:, 1]
    radius[z, "3p"] = np.sum(p_vec**2 * rho) / z

assert delta[19] < 0 and delta[20] < 0 < delta[21] and delta[22] > 0
assert abs(delta[400] - two_terms(400) - c) < 1e-3 * delta[400]
crossing_two = 288 * b / 7
assert crossing_two > 22 and two_terms(21) < 0
for name, (n, l) in VALENCE.items():
    assert -400 / (2 * n**2) + 20 * float(s_exact[name]) > 0
    assert energy[20, name] < 0


def delta_at(z):
    states = valence_states(1 / z, solve_core(1 / z, cores[20]))
    return z**2 * (states["4s"][0] - states["3d"][0])


crossing_full = brentq(delta_at, 20, 21, xtol=1e-4)
held = 7 / 288 * 9 + gain[20, "3d"] - gain[21, "4s"]
assert held < 0
assert (radius[20, "3d"] / radius[21, "3d"]
        > radius[20, "4s"] / radius[21, "4s"])


# ---------- core relaxation: open-shell Hartree-Fock total energies ----------
def core_energy(lam, density):
    return 0.5 * sum(np.sum(density[l] * (H0[l] + fock(l, lam, density)))
                     for l in (0, 1))


def relaxed_energy(z, name):
    lam, lv = 1 / z, VALENCE[name][1]
    core = cores[z]
    vec = valence_states(lam, core)[name][1]
    open_density = np.outer(vec, vec)
    basis = np.linalg.eigh(fock(0, lam, core))[1]
    for _ in range(500):
        everyone = dict(core)
        everyone[lv] = everyone.get(lv, 0) + open_density
        f_closed = {l: fock(l, lam, everyone) for l in (0, 1)}
        f_open = fock(lv, lam, core)
        p_orbitals = np.linalg.eigh(f_closed[1])[1][:, :2]
        if name == "3d":
            s_orbitals = np.linalg.eigh(f_closed[0])[1][:, :3]
            vec = np.linalg.eigh(f_open)[1][:, 0]
        else:
            fc, fo = basis.T @ f_closed[0] @ basis, basis.T @ f_open @ basis
            joint = fc.copy()
            joint[3:, 3:] = fo[3:, 3:]
            joint[:3, 3] = 2 * fc[:3, 3] - fo[:3, 3]
            joint[3, :3] = joint[:3, 3]
            basis = basis @ np.linalg.eigh(joint)[1]
            s_orbitals, vec = basis[:, :3], basis[:, 3]
        new = {0: closed(s_orbitals, 0), 1: closed(p_orbitals, 1)}
        new_open = np.outer(vec, vec)
        change = max(np.abs(new[0] - core[0]).max(), np.abs(new[1] - core[1]).max(),
                     np.abs(new_open - open_density).max())
        if change < 1e-8:
            return z**2 * (core_energy(lam, new) + vec @ fock(lv, lam, new) @ vec)
        core = {l: 0.7 * new[l] + 0.3 * core[l] for l in (0, 1)}
        open_density = 0.7 * new_open + 0.3 * open_density
    raise AssertionError("relaxed iteration did not converge")


relaxed = {}
for z in (20, 21):
    total = {name: relaxed_energy(z, name) for name in VALENCE}
    frozen_core = z**2 * core_energy(1 / z, cores[z])
    for name in VALENCE:
        assert total[name] <= frozen_core + energy[z, name] + 1e-6
    relaxed[z] = total["4s"] - total["3d"]
assert relaxed[20] < 0 < relaxed[21]

# ---------- independent Gaussian-basis calculation of Ca2+ ----------
gaussians = ([[0, [0.02 * 2.4**i, 1.0]] for i in range(20)]
             + [[1, [0.05 * 2.4**i, 1.0]] for i in range(13)]
             + [[2, [0.03 * 2.4**i, 1.0]] for i in range(9)])
mol = gto.M(atom="Ca 0 0 0", charge=2, spin=0, basis={"Ca": gaussians}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
size_of = np.abs(mf.mo_coeff)
s_weight, d_weight = size_of[:20].sum(axis=0), size_of[-45:].sum(axis=0)
all_weight = size_of.sum(axis=0)
gauss = {"4s": np.sort(mf.mo_energy[s_weight > 0.5 * all_weight])[3],
         "3d": np.sort(mf.mo_energy[d_weight > 0.5 * all_weight])[0]}
for name in VALENCE:
    assert abs(gauss[name] - energy[20, name]) < 1e-3

# ---------- numbers for the text ----------
print("Energies in hartree (Eh), radii in bohr (a0), unless stated")
print(f"7/288 = {7/288:.6f} Eh; 1 Eh = {EV:.5f} eV")
for name in VALENCE:
    print(f"{name}: screening s, exact integrals = {float(s_exact[name]):.6f} Eh")
    print(f"{name}: screening s, SCF derivative  = {first[name]:.6f} Eh")
    print(f"{name}: second order = {second[name]:.4f} Eh")
    print(f"   orbital {orbital_part[name]:.4f}, core {core_part[name]:.4f} Eh")
print(f"b = {b:.6f} Eh; c = {c:.4f} Eh")
print(f"two-term crossing at Z = {crossing_two:.3f}")
print(f"b^2 - 4(7/288)c = {b*b - 4*7/288*c:.5f} Eh^2")
print(f"Hartree-Fock crossing at Z = {crossing_full:.3f}")
print("Z, Delta Hartree-Fock, two terms, three terms (Eh)")
for z in (19, 20, 21, 22, 25, 30, 40, 60, 100):
    print(f"{z:4d} {delta[z]:10.4f} {two_terms(z):10.4f} {two_terms(z)+c:10.4f}")
for name, (n, l) in VALENCE.items():
    value = -400 / (2 * n**2) + 20 * float(s_exact[name])
    print(f"Z=20 {name}: two-term valence energy = {value:.4f} Eh")
rest = delta[21] - delta[20] - two_terms(21) + two_terms(20)
print(f"Z 20->21: quadratic {7*41/288:+.4f}, linear {-b:+.4f} Eh")
print(f"Z 20->21: remaining {rest:+.4f}, total {delta[21]-delta[20]:+.4f} Eh")
print("Z, energy 4s, energy 3d (Eh)")
for z in (19, 20, 21):
    print(f"{z:4d} {energy[z,'4s']:10.5f} {energy[z,'3d']:10.5f}")
print("Z, (7/288)zeta^2, gain 3d, gain 4s, Delta (Eh)")
for z in (19, 20, 21):
    print(f"{z:4d} {7*(z-18)**2/288:9.5f} {gain[z,'3d']:9.5f}"
          f" {gain[z,'4s']:9.5f} {delta[z]:9.5f}")
print(f"Z=21 Delta with gain 3d held at its Z=20 value = {held:.5f} Eh")
print("Z, mean radius 3p, 3d, 4s (a0)")
for z in (19, 20, 21):
    print(f"{z:4d} {radius[z,'3p']:8.4f} {radius[z,'3d']:8.4f} {radius[z,'4s']:8.4f}")
for z in (20, 21):
    print(f"Z={z} Delta frozen core  = {delta[z]*EV:.3f} eV")
    print(f"Z={z} Delta relaxed core = {relaxed[z]:.5f} Eh = {relaxed[z]*EV:.3f} eV")
print(f"Gaussian check Z=20: 4s {gauss['4s']:.5f}, 3d {gauss['3d']:.5f} Eh")
print("done: every assertion held")
```

Printed output:

```
Energies in hartree (Eh), radii in bohr (a0), unless stated
7/288 = 0.024306 Eh; 1 Eh = 27.21139 eV
4s: screening s, exact integrals = 0.879639 Eh
4s: screening s, SCF derivative  = 0.879639 Eh
4s: second order = -5.0042 Eh
   orbital -4.2851, core -0.7191 Eh
3d: screening s, exact integrals = 1.622522 Eh
3d: screening s, SCF derivative  = 1.622522 Eh
3d: second order = -9.5049 Eh
   orbital -5.8394, core -3.6654 Eh
b = 0.742883 Eh; c = 4.5007 Eh
two-term crossing at Z = 30.564
b^2 - 4(7/288)c = 0.11431 Eh^2
Hartree-Fock crossing at Z = 20.553
Z, Delta Hartree-Fock, two terms, three terms (Eh)
  19    -0.0888    -5.3405    -0.8398
  20    -0.0820    -5.1354    -0.6348
  21     0.0881    -4.8818    -0.3811
  22     0.3380    -4.5795    -0.0789
  25     1.4413    -3.3811     1.1196
  30     4.3270    -0.4115     4.0892
  40    13.8323     9.1736    13.6742
  60    47.5229    42.9270    47.4277
 100   173.3211   168.7672   173.2679
Z=20 4s: two-term valence energy = 5.0928 Eh
Z=20 3d: two-term valence energy = 10.2282 Eh
Z 20->21: quadratic +0.9965, linear -0.7429 Eh
Z 20->21: remaining -0.0836, total +0.1700 Eh
Z, energy 4s, energy 3d (Eh)
  19   -0.14695   -0.05812
  20   -0.41504   -0.33308
  21   -0.76505   -0.85312
Z, (7/288)zeta^2, gain 3d, gain 4s, Delta (Eh)
  19   0.02431   0.00256   0.11570  -0.08884
  20   0.09722   0.11086   0.29004  -0.08196
  21   0.21875   0.35312   0.48380   0.08806
Z=21 Delta with gain 3d held at its Z=20 value = -0.15420 Eh
Z, mean radius 3p, 3d, 4s (a0)
  19   1.4313   9.5491   5.2604
  20   1.2643   2.5380   3.7396
  21   1.1360   1.6139   3.0411
Z=20 Delta frozen core  = -2.230 eV
Z=20 Delta relaxed core = -0.07156 Eh = -1.947 eV
Z=21 Delta frozen core  = 2.396 eV
Z=21 Delta relaxed core = 0.11154 Eh = 3.035 eV
Gaussian check Z=20: 4s -0.41503, 3d -0.33306 Eh
done: every assertion held
```
